# Wigner tunnelling factor for methane elimination from an amine adduct

## Problem

In metal-organic vapour deposition of nitrides, a group-III trimethyl and ammonia form an adduct in the gas, which can then lose methane:

\[
\mathrm{(CH_3)_3M{:}NH_3 \;\to\; (CH_3)_2M{-}NH_2 + CH_4},\qquad \mathrm{M = Al,\ Ga}.
\]

At the saddle point a proton is passing from nitrogen to carbon. A vibrational analysis there gives one imaginary wavenumber, taken here as \(1400i\ \mathrm{cm^{-1}}\). Evaluate the Wigner tunnelling factor at 800 K, the number by which the transition-state rate is to be multiplied, and judge how far it can be trusted.

## A tempting solution

The Wigner factor is remembered as

\[
\kappa = 1+\frac{1}{24}\left(\frac{\hbar\omega}{k_BT}\right)^2 .
\]

The frequency is imaginary, so its square is negative. The magnitude of the ratio in brackets is 2.518, its square is 6.340, and division by 24 gives 0.264. Hence

\[
\kappa = 1-0.264 = 0.736 .
\]

A value below one even seems to have an explanation: a quantum particle can be reflected by a barrier that it has the energy to cross, and this slows the reaction.

## Where the fault lies

The arithmetic is right, and reflection above the barrier is real. The fault is the meaning given to \(\omega\). In the formula with the plus sign, \(\omega\) is the real, positive number that fixes the curvature of the barrier top,

\[
V(x)\simeq V_0-\tfrac12 m\omega^2x^2 ,
\]

with \(x\) the reaction coordinate and \(m\) its effective mass. The vibrational analysis reports \(\Omega\), defined by \(V''=m\Omega^2\). Since \(V''=-m\omega^2\), we have \(\Omega=i\omega\) and \(\Omega^2=-\omega^2\). Written with \(\Omega\), the factor is \(1-\frac{1}{24}(\hbar\Omega/k_BT)^2\). The tempting solution puts \(\Omega\) into the formula meant for \(\omega\), and so counts the sign of the curvature twice.

This settles the sign only if the formula itself is trusted, so it is now derived.

## The factor as a ratio of fluxes

Assume that the reaction coordinate separates from the other modes and that the reactants are in thermal equilibrium. Treat the approach to the barrier as free motion in one dimension; this is a simplification, since the adduct is a bound molecule. States with momentum between \(p\) and \(p+dp\) have density \(dp/h\) per unit length and move with velocity \(dE/dp\). Their flux is therefore \((dE/dp)\,dp/h=dE/h\), weighted by \(e^{-\beta E}\) with \(\beta=1/(k_BT)\). If \(P(E)\) is the probability of transmission,

\[
\text{quantum flux}\propto\frac1h\int_0^\infty P(E)\,e^{-\beta E}\,dE,\qquad
\text{classical flux}\propto\frac1h\int_{V_0}^\infty e^{-\beta E}\,dE=\frac{e^{-\beta V_0}}{\beta h}.
\]

The factor of proportionality is the same in both, so the ratio is

\[
\kappa=\beta\int_0^\infty P(E)\,e^{-\beta(E-V_0)}\,dE .
\]

Define the energy from the barrier top in units of \(\hbar\omega\), and the reduced inverse temperature:

\[
\varepsilon=\frac{E-V_0}{\hbar\omega},\qquad u=\frac{\hbar\omega}{k_BT}.
\]

Then \(\beta\,dE=u\,d\varepsilon\). If the barrier is many \(k_BT\) high and the integrand has died out well above its foot, the lower limit may be moved to \(-\infty\):

\[
\kappa=u\int_{-\infty}^{\infty}P(\varepsilon)\,e^{-u\varepsilon}\,d\varepsilon .
\]

## Transmission through the parabola

The wave equation at the barrier top is

\[
-\frac{\hbar^2}{2m}\frac{d^2\psi}{dx^2}-\frac12m\omega^2x^2\psi=(E-V_0)\psi .
\]

Set \(x=q\sqrt{\hbar/(m\omega)}\). Both terms on the left acquire the factor \(\hbar\omega/2\), and division by \(-\hbar\omega/2\) gives

\[
\frac{d^2\psi}{dq^2}+(q^2+2\varepsilon)\psi=0 .
\]

The mass has dropped out. For large \(|q|\) try \(\psi=q^{\mu}e^{iq^2/2}\). Then \(\psi'=(iq+\mu/q)\psi\) and

\[
\psi''=\left[\left(iq+\frac{\mu}{q}\right)^2+i-\frac{\mu}{q^2}\right]\psi
=\left[-q^2+i(2\mu+1)+\frac{\mu^2-\mu}{q^2}\right]\psi .
\]

The last term vanishes at large \(|q|\). The constant must equal \(-2\varepsilon\), so \(i(2\mu+1)=-2\varepsilon\), or \(\mu=i\varepsilon-\frac12\). The second solution is the complex conjugate.

The phase \(q^2/2\) has gradient \(q\), so \(e^{iq^2/2}\) moves to the right for \(q>0\) and to the left for \(q<0\). For a particle arriving from the left,

\[
\psi\to T\,q^{\,i\varepsilon-1/2}e^{iq^2/2}\quad(q\to+\infty),
\]
\[
\psi\to I\,|q|^{-i\varepsilon-1/2}e^{-iq^2/2}+R\,|q|^{\,i\varepsilon-1/2}e^{iq^2/2}\quad(q\to-\infty).
\]

Each wave has density \(|q|^{-1}\) times its squared amplitude and a velocity proportional to \(|q|\), so its flux is proportional to the squared amplitude. Flux conservation reads \(|I|^2=|R|^2+|T|^2\).

To relate \(R\) to \(T\), go from positive to negative \(q\) along a large half-circle \(q=\rho e^{i\varphi}\), with \(\varphi\) running from 0 to \(\pi\). This is allowed because the equation has no singularity at finite \(q\). On the way,

\[
\left|e^{iq^2/2}\right|=e^{-\frac12\rho^2\sin2\varphi}.
\]

For \(0<\varphi<\pi/2\) this wave is small, but it is the only one present. For \(\pi/2<\varphi<\pi\) it is the larger of the two, and an admixture of the smaller wave cannot alter its coefficient. The coefficient therefore survives the whole path. (In the lower half-plane the wave would be the smaller one on the final quarter, where its coefficient can change.) At \(\varphi=\pi\), \(q=|q|e^{i\pi}\), and comparison with the \(R\) term gives

\[
R=T\,e^{i\pi(i\varepsilon-1/2)}=-i\,e^{-\pi\varepsilon}\,T .
\]

Hence \(|R|^2=e^{-2\pi\varepsilon}|T|^2\), and

\[
P=\frac{|T|^2}{|I|^2}=\frac{|T|^2}{|R|^2+|T|^2}=\frac{1}{1+e^{-2\pi\varepsilon}} .
\]

At the top, half the particles pass. Direct numerical integration of the wave equation gives \(P=0.07493\) at \(\varepsilon=-0.40\) and \(0.86818\) at \(\varepsilon=0.30\), in agreement with this formula to the digits shown.

## Why the factor exceeds one

The formula for \(P\) has the symmetry \(1-P(\varepsilon)=P(-\varepsilon)\): reflection at a given height above the top is as probable as tunnelling at the same depth below it. Fold the integral for \(\kappa\) onto positive \(\varepsilon\), and subtract the classical value \(1=u\int_0^\infty e^{-u\varepsilon}d\varepsilon\):

\[
\kappa-1=u\int_0^\infty\Big\{P(-\varepsilon)e^{u\varepsilon}-[1-P(\varepsilon)]e^{-u\varepsilon}\Big\}d\varepsilon
=u\int_0^\infty P(-\varepsilon)\left(e^{u\varepsilon}-e^{-u\varepsilon}\right)d\varepsilon>0 .
\]

The probabilities balance, but the populations do not. More molecules arrive below the top than above it, so tunnelling gains more than reflection loses. For a parabolic barrier a factor of 0.736 is thus impossible at any temperature.

## The thermal average in closed form

We need

\[
K=\int_{-\infty}^{\infty}f(\varepsilon)\,d\varepsilon,\qquad f(z)=\frac{e^{-uz}}{1+e^{-2\pi z}} .
\]

For \(\varepsilon\to+\infty\) the integrand falls as \(e^{-u\varepsilon}\). For \(\varepsilon\to-\infty\) it behaves as \(e^{(2\pi-u)\varepsilon}\), which falls only if \(u<2\pi\). In this range, integrate \(f\) counterclockwise around the rectangle between the real axis and the line \(\operatorname{Im}z=1\). The distant vertical sides contribute nothing. On the upper side \(f(z+i)=e^{-iu}f(z)\), and it is traversed backwards, so the contour integral is \(K(1-e^{-iu})\).

The one pole inside is at \(z=i/2\), where \(e^{-2\pi z}=-1\). The derivative of the denominator there is \(-2\pi e^{-2\pi z}=2\pi\), so the residue is \(e^{-iu/2}/(2\pi)\). Therefore

\[
K(1-e^{-iu})=2\pi i\,\frac{e^{-iu/2}}{2\pi}=i\,e^{-iu/2}.
\]

Multiplication by \(e^{iu/2}\) turns the bracket into \(e^{iu/2}-e^{-iu/2}=2i\sin(u/2)\), so \(K=1/[2\sin(u/2)]\) and

\[
\kappa=uK=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .
\]

Now let \(a=u/2\) and use \(\sin a=a(1-a^2/6+a^4/120-\dots)\). With \(1/(1-\delta)=1+\delta+\delta^2+\dots\),

\[
\frac{a}{\sin a}=1+\frac{a^2}{6}+\left(\frac1{36}-\frac1{120}\right)a^4+\dots
=1+\frac{a^2}{6}+\frac{7a^4}{360}+\dots
\]

\[
\kappa=1+\frac{u^2}{24}+\frac{7u^4}{5760}+\dots
\]

The first two terms are the Wigner factor, with a plus sign and a real \(u\).

The minus sign belongs to a stable vibration. For a well of real frequency \(\Omega\), let \(v=\hbar\Omega/(k_BT)\). The quantum partition function is \(1/[2\sinh(v/2)]\) and the classical one is \(1/v\), so their ratio is \((v/2)/\sinh(v/2)=1-v^2/24+\dots\). Replacing \(v\) by \(iu\) turns this into the barrier result, with the sign changed once.

## The number

With \(\tilde\nu=1400\ \mathrm{cm^{-1}}\) and \(\omega=2\pi c\tilde\nu\), the quantum is \(\hbar\omega=hc\tilde\nu=0.1736\ \mathrm{eV}\). At 800 K, \(k_BT=0.06894\ \mathrm{eV}\). Thus

\[
u=\frac{hc\tilde\nu}{k_BT}=\frac{0.1736}{0.06894}=2.518,\qquad
\frac{u^2}{24}=\frac{6.340}{24}=0.264,
\]

\[
\boxed{\kappa_{\mathrm W}=1+0.264\approx1.26}
\]

Tunnelling, at this level, raises the rate by about 26 % over the transition-state value.

## How good is 1.26?

Since \(u\) is not small, the next term of the series matters: it is 0.049. The full parabolic factor is 1.323, which is 4.6 % above the Wigner value. Of this 1.323, energies below the top supply 0.509 and energies above it 0.814. Classically these shares would be 0 and 1. Reflection does remove 0.186, as the tempting solution supposed, but tunnelling more than replaces it.

Towards high temperature \(u\to0\) and \(\kappa\to1\). On cooling, the parabolic formula diverges at \(u=2\pi\), that is at

\[
T_c=\frac{\hbar\omega}{2\pi k_B}=320.6\ \mathrm K .
\]

There the Boltzmann weight grows with depth as fast as the transmission falls. The divergence comes from a parabola without a foot; a real barrier has a finite lower limit of energy and a finite factor. The Wigner expression stays finite at \(T_c\), but that does not make it reliable there.

To size the effect of a barrier that is finite and departs from the parabola away from its top, take a smooth barrier with the same curvature at its top. In units of \(\hbar\omega\) for energy and with the coordinate \(q\),

\[
V=As+Bs(1-s),\quad s=\frac{1}{1+e^{-q/L}},\quad A=V_f-V_r,\quad B=\left(\sqrt{V_f}+\sqrt{V_r}\right)^2 .
\]

Here \(V_f\) and \(V_r\) are the forward and reverse barriers. Since \(ds/dq=s(1-s)/L\), the maximum lies at \(s=(A+B)/(2B)\). Its height is \((A+B)^2/(4B)\), which equals \(V_f\) because \(A+B=2\sqrt{V_f}(\sqrt{V_f}+\sqrt{V_r})\). The curvature there is \(-2B[s(1-s)]^2/L^2\) with \(s(1-s)=(B^2-A^2)/(4B^2)\). Setting it to \(-1\), the value for the parabola, gives \(L^2=(B^2-A^2)^2/(8B^3)\).

With \(V_f=1.3\) eV and \(V_r=2.0\) eV, numerical solution of the wave equation and thermal averaging give \(\kappa=1.329\). With both barriers at 1.3 eV the result is 1.331. The shift from 1.323 comes from the shape of the barrier, not from its finite foot. For the parabola, the part of the integral below \(\varepsilon=-V_f/\hbar\omega\) is of order \(e^{-(2\pi-u)V_f/\hbar\omega}\), which at 800 K is below \(10^{-12}\). It is this exponent that justifies the extended lower limit. The height of \(18.9\,k_BT\) alone does not, since \(V_f/k_BT\) grows on cooling while the exponent shrinks to zero at \(T_c\). Within these one-dimensional models, then, the Wigner factor is about 5 % too low at 800 K.

With the wavenumber held at \(1400i\ \mathrm{cm^{-1}}\), the factors change with temperature as follows.

| T (K) | Wigner | parabola | finite barrier, 1.3/2.0 eV |
|---|---|---|---|
| 600 | 1.470 | 1.688 | 1.682 |
| 800 | 1.264 | 1.323 | 1.329 |
| 1000 | 1.169 | 1.191 | 1.198 |
| 1200 | 1.117 | 1.128 | 1.134 |

At 600 K the Wigner value already falls 13 % short of the parabolic one. The finite barrier lies slightly below the parabola at 600 K and slightly above it at the other temperatures.

## Beside the real reaction

The barriers and the wavenumber are round parameters chosen for illustration; they are neither measured nor computed for the adduct of trimethylaluminium or of trimethylgallium, and the difference between the two barriers should not be read as the energy released by either reaction. In nitride growth the gas warms on its way to a hotter substrate, so 800 K stands for one point along its path. At this temperature a wavenumber of 1300 or 1500 per cm would change the Wigner factor to 1.23 or 1.30. The real proton transfer breaks the assumption of a separable straight path: the proton may cut the corner of a curved path, which adds tunnelling, and trajectories may recross the saddle, which lowers the rate. At low reactor pressure the adduct may also fail to keep a thermal energy distribution. These effects need the full potential surface or collision rates and are not sized here.

For a growth model the barrier height matters more. Since \(\kappa e^{-V_0/k_BT}=e^{-(V_0-k_BT\ln\kappa)/k_BT}\), the Wigner factor acts like a barrier lowered by \(k_BT\ln1.264=16\) meV. An error of 0.1 eV in the barrier changes the rate at 800 K by a factor \(e^{0.1/0.06894}=4.3\), far more than the difference between 1.26 and 1.33. The numerical output lists the values used here.

## Computed results

```
Parabolic barrier, eps = (E-V0)/(hbar omega):
  eps -0.40: P wave eq. 0.07493, formula 0.07493
  eps  0.00: P wave eq. 0.50000, formula 0.50000
  eps  0.30: P wave eq. 0.86818, formula 0.86818
Barrier wavenumber (magnitude): 1400 per cm
Temperature: 800 K
h = 6.62607015e-34 J s
c = 299792458 m/s
kB = 1.380649e-23 J/K
omega: 2.6371e+14 rad/s
hbar omega: 0.1736 eV
kB T: 0.06894 eV
u: 2.5179 (no unit)
u^2: 6.3396 (no unit)
u^2/24: 0.2642 (no unit)
Wigner factor: 1.2642 (no unit)
Next series term 7u^4/5760: 0.0488 (no unit)
Full parabolic factor: 1.3227 (no unit)
  part from below the top: 0.5092 (no unit)
  part from above the top: 0.8136 (no unit)
Divergence temperature T_c: 320.6 K
Model forward barrier: 1.3 eV
Model reverse barrier: 2.0 eV
Forward barrier / kB T: 18.9 (no unit)
Finite symmetric barrier factor: 1.3313 (no unit)
Finite asymmetric barrier factor: 1.3289 (no unit)
Parabolic over Wigner: 4.6 % higher
Asymmetric vs Wigner: +5.1 %
T (K), u, Wigner, parabolic, finite asymmetric:
    600  3.357  1.470  1.688  1.682
    800  2.518  1.264  1.323  1.329
   1000  2.014  1.169  1.191  1.198
   1200  1.679  1.117  1.128  1.134
Wigner factor at 1300 per cm, 800 K: 1.2278
Wigner factor at 1500 per cm, 800 K: 1.3032
Equivalent barrier lowering: 16.2 meV
Rate factor for 0.1 eV barrier error: 4.27
```
